# The action of sigma·p on Gaussian spinors of either kappa

## Problem

A Gaussian basis function for the upper component of a Dirac spinor is

$$\varphi=r^{l}e^{-\zeta r^{2}}\chi_{\kappa m},\qquad \zeta>0 .$$

The angular spinor $\chi_{\kappa m}$ is normalized on the sphere and couples $Y_l$ with spin $1/2$ to total angular momentum $j,m$. The quantum number $\kappa$ labels both $j$ and $l$:

$$\kappa=-(l+1)\ \text{ for } j=l+\tfrac12,\qquad \kappa=l\ \text{ for } j=l-\tfrac12\ (l\ge1).$$

Thus $j=|\kappa|-\tfrac12$, and $\chi_{-\kappa,m}$ has the same $j$ but the other possible $l$. Rydberg units are used: $\hbar=1$, electron mass $1/2$, $e^2=2$. The nonrelativistic kinetic energy operator is then $p^2$.

1. Calculate $\boldsymbol\sigma\cdot\mathbf p\,\varphi$ for both signs of $\kappa$. How many powers of $r$ multiply the Gaussian in each case?
2. What is the orbital angular momentum of the result? Does its radial factor have a node at $r>0$, and what is its value at the origin?
3. Find $\langle p^2\rangle$ in both cases. Evaluate the results for $l=1$, $\zeta=2\ \text{bohr}^{-2}$, a round model value.

## Hints

**Hint 1.** Let $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$. Since $\sigma_r^2=1$, you may write $\boldsymbol\sigma\cdot\mathbf p=\sigma_r\,(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)$ and use the product rule for Pauli matrices inside the bracket.

**Hint 2.** Square $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ to find the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$.

**Hint 3.** Ask what $\sigma_r$ does to $j$, $m$ and parity. A remaining sign can be read off on the $z$ axis.

**Hint 4.** For the third question, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, and integration by parts links all the radial integrals.

## Solution

### Separating radius and angles

For vector operators that commute with $\boldsymbol\sigma$, the Pauli product rule, with operator order kept, is

$$(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b).$$

With $\mathbf a=\mathbf r$ and $\mathbf b=\mathbf p=-i\nabla$, we have $\mathbf r\cdot\mathbf p=-ir\partial_r$ and $\mathbf r\times\mathbf p=\mathbf L$. Hence

$$\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\frac1r\left(-ir\partial_r+i\boldsymbol\sigma\cdot\mathbf L\right).$$

Multiplication from the left by $\sigma_r$ gives

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).\tag{1}$$

### The eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$

Squaring $\mathbf J$ gives $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34$, so the eigenvalue is $j(j+1)-l(l+1)-\tfrac34$.

- For $j=l+\tfrac12$: $(l^2+2l+\tfrac34)-(l^2+l)-\tfrac34=l$.
- For $j=l-\tfrac12$: $(l^2-\tfrac14)-(l^2+l)-\tfrac34=-(l+1)$.

Inserting the two definitions of $\kappa$ shows that both cases read

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(\kappa+1)\chi_{\kappa m}.\tag{2}$$

### The action of $\sigma_r$

The operator $\sigma_r$ is a scalar under joint rotations of space and spin, so it commutes with $\mathbf J$ and preserves $j$ and $m$. It changes sign under $\mathbf r\to-\mathbf r$, so it reverses parity. For given $j$, the two possible values $l=j\pm\tfrac12$ have opposite parity. Therefore $\sigma_r\chi_{\kappa m}=a\,\chi_{-\kappa,m}$. The number $a$ does not depend on $m$, because $\sigma_r$ also commutes with the ladder operators of $\mathbf J$.

To find $a$, take $m=\tfrac12$ and write $\chi_{\kappa,1/2}=(A\,Y_{l0},\,B\,Y_{l1})^T$. For $l\ge1$, the upper row of (2) is

$$L_zAY_{l0}+L_-BY_{l1}=B\sqrt{l(l+1)}\,Y_{l0}=-(\kappa+1)A\,Y_{l0}.$$

Together with $A^2+B^2=1$ this gives:

- $\kappa=-(l+1)$: $B/A=\sqrt{l/(l+1)}$, so $A^2=(l+1)/(2l+1)$;
- $\kappa=l$: $B/A=-\sqrt{(l+1)/l}$, so $A^2=l/(2l+1)$.

For $l=0$ there is no $Y_{01}$, and $A^2=1$ agrees with the first formula. The overall sign is a convention. With Condon–Shortley phases and the coupling order orbital, then spin, $A$ is positive for $j=l+\tfrac12$ and negative for $j=l-\tfrac12$.

On the positive $z$ axis $Y_{l0}=\sqrt{(2l+1)/4\pi}$ and $Y_{l1}=0$. The upper component is therefore $+\sqrt{|\kappa|/4\pi}$ for $\kappa<0$ and $-\sqrt{|\kappa|/4\pi}$ for $\kappa>0$. There $\sigma_r=\sigma_z$ leaves the upper component unchanged, so $a=-1$:

$$\sigma_r\chi_{\kappa m}=-\chi_{-\kappa,m}.\tag{3}$$

Another phase convention changes $a$ by a constant phase factor. With $i^lY_{lm}$ in place of $Y_{lm}$, for example, $a=-i^{\,l-l'}$, where $l'$ belongs to $\chi_{-\kappa,m}$; this is $+i$ for $\kappa<0$ and $-i$ for $\kappa>0$. The results below are then multiplied by the same constant factor, while the powers of $r$, their ratio and the node stay as they are.

### The radial factors

Apply (1) to $f(r)\chi_{\kappa m}$. Equation (2) turns $-\boldsymbol\sigma\cdot\mathbf L/r$ into $+(\kappa+1)/r$, and (3) turns $-i\sigma_r$ into $+i$:

$$\boldsymbol\sigma\cdot\mathbf p\,f\chi_{\kappa m}=i\left[f'+\frac{\kappa+1}{r}f\right]\chi_{-\kappa,m}.\tag{4}$$

For $f=r^le^{-\zeta r^2}$ the derivative is $f'=(l\,r^{l-1}-2\zeta r^{l+1})e^{-\zeta r^2}$. The bracket becomes

$$\left[(l+\kappa+1)r^{l-1}-2\zeta r^{l+1}\right]e^{-\zeta r^2}.$$

For $\kappa=-(l+1)$ the first coefficient vanishes:

$$\boxed{\boldsymbol\sigma\cdot\mathbf p\,\varphi=-2i\zeta\,r^{l+1}e^{-\zeta r^2}\chi_{-\kappa,m}\qquad(j=l+\tfrac12)}\tag{5}$$

For $\kappa=l$ it equals $2l+1$:

$$\boxed{\boldsymbol\sigma\cdot\mathbf p\,\varphi=i\left[(2l+1)r^{l-1}-2\zeta r^{l+1}\right]e^{-\zeta r^2}\chi_{-\kappa,m}\qquad(j=l-\tfrac12)}\tag{6}$$

The difference comes from the term $(\kappa+1)f/r$. It cancels the derivative of $r^l$ in the first case and adds to it in the second.

### Orbital character, node and origin

In (5), $-\kappa=l+1$ is positive, so the image has orbital angular momentum $l'=l+1$. Its radial factor is $r^{l'}e^{-\zeta r^2}$, an ordinary Gaussian of that symmetry. It vanishes at the origin and has no node at $r>0$.

In (6), $-\kappa=-l$ is negative, so $l'=l-1$. The powers are $r^{l'}$ and $r^{l'+2}$, in a ratio fixed by $l$ and $\zeta$. The bracket vanishes at

$$r_0=\sqrt{\frac{2l+1}{2\zeta}}.$$

At the origin the image behaves as $r^{l-1}$. It is nonzero there for $l=1$, where the radial factor is 3, and zero for $l>1$.

### The kinetic energy

Since $\boldsymbol\sigma\cdot\mathbf p$ is Hermitian and its square is $p^2$, $\langle p^2\rangle$ is the squared norm of the image divided by that of $\varphi$. Define $I_n=\int_0^\infty r^ne^{-2\zeta r^2}dr$. Integration by parts, with vanishing boundary terms, gives

$$I_{n+2}=\frac{n+1}{4\zeta}I_n .$$

The squared norm of $\varphi$ is $N=I_{2l+2}$, where $r^2$ from the volume element is included. It follows that $I_{2l}=4\zeta N/(2l+1)$ and $I_{2l+4}=(2l+3)N/(4\zeta)$.

For (5), the squared norm of the image is $4\zeta^2I_{2l+4}=(2l+3)\zeta N$. For (6) it is

$$(2l+1)^2I_{2l}-4\zeta(2l+1)I_{2l+2}+4\zeta^2I_{2l+4}
=\left[4\zeta(2l+1)-4\zeta(2l+1)+(2l+3)\zeta\right]N .$$

Both cases give

$$\langle p^2\rangle=(2l+3)\zeta .\tag{7}$$

This agreement is required, because $p^2$ does not act on spin and the two functions share $l$ and the radial factor.

### Numbers for $l=1$, $\zeta=2\ \text{bohr}^{-2}$

With the factor $i$ removed and $r$ in bohr, the radial factors are $-4r^2e^{-2r^2}$ for $p_{3/2}$ and $(3-4r^2)e^{-2r^2}$ for $p_{1/2}$.

- At $r=0.5$: $-e^{-0.5}=-0.60653$ and $2e^{-0.5}=1.21306$.
- At $r=1$: $-4e^{-2}=-0.54134$ and $-e^{-2}=-0.13534$.

The $p_{1/2}$ factor changes sign between these points, at $r_0=\sqrt{3/4}=0.866$ bohr. Equation (7) gives $5\times2=10$ Ry, or 136.06 eV, for both spinors. The numerical check checks (5) and (6) by numerical differentiation for $l=0$ to $3$ and every $m$.

## Variation 1: a different power of $r$

*Does $j=l+\tfrac12$ still give one term if the radial function is $r^qe^{-\zeta r^2}$ with $q\ne l$?*

Equation (4) now gives the bracket

$$\left[(q+\kappa+1)r^{q-1}-2\zeta r^{q+1}\right]e^{-\zeta r^2}.$$

For $j=l+\tfrac12$ the first coefficient is $q-l$, so a single term requires $q=l$. For example, $r^3e^{-\zeta r^2}$ with $p_{3/2}$ symmetry gives $(2r^2-2\zeta r^4)e^{-\zeta r^2}$. For $j=l-\tfrac12$ the first coefficient is $q+l+1$, which is positive for every $q\ge0$, so two terms remain.

## Variation 2: leaving out one of the two terms

*A free particle is described by one upper function $\varphi$ with $j=l-\tfrac12$. What happens to its energy if the lower basis contains one of the two powers in (6) but not the other?*

In Rydberg units $2mc^2=c^2$, with $c=274.07$. With the rest energy subtracted, the Dirac equations for the upper and lower components are

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L=(E+c^2)\psi_S .$$

Set $\psi_L=a\varphi$ and $\psi_S=b\,g$, with one lower function $g$. Let $v=\langle g|\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle$ and $s=\langle g|g\rangle$. Projection on $\varphi$ and $g$ gives $cv^*b=ENa$ and $cva=(E+c^2)sb$. Eliminating $b$,

$$E(E+c^2)=c^2k,\qquad k=\frac{|v|^2}{sN}.$$

The positive root is $E=\tfrac12\left[-c^2+\sqrt{c^4+4c^2k}\right]=k-k^2/c^2+\dots$, so $k$ is the kinetic energy that survives for large $c$. By the Cauchy–Schwarz inequality $k\le\langle p^2\rangle$, with equality when $g$ is proportional to $\boldsymbol\sigma\cdot\mathbf p\,\varphi$.

For $g=r^{l-1}e^{-\zeta r^2}\chi_{-\kappa,m}$, $s=I_{2l}$ and

$$|v|=(2l+1)I_{2l}-2\zeta I_{2l+2}=\tfrac12(2l+1)I_{2l},\qquad k=\frac{(2l+1)^2I_{2l}}{4N}=(2l+1)\zeta .$$

For $g=r^{l+1}e^{-\zeta r^2}\chi_{-\kappa,m}$, $s=I_{2l+4}$ and

$$|v|=(2l+1)N-2\zeta I_{2l+4}=\tfrac12(2l-1)N,\qquad k=\frac{(2l-1)^2N}{4I_{2l+4}}=\frac{(2l-1)^2}{2l+3}\zeta .$$

With $l=1$ and $\zeta=2\ \text{bohr}^{-2}$, these are 6 Ry and 0.4 Ry, instead of 10 Ry. The fractions 0.60 and 0.04 do not add to one because the two lower functions overlap.

Diagonalizing the Dirac matrix gives $E=5.9995$ Ry and $0.4000$ Ry for the incomplete choices. The fixed combination (6) gives $9.9987$ Ry, and so do the two powers used as separate basis functions, since their span contains (6). The small shift from 10 Ry is, to leading order, the term $-k^2/c^2=-0.0013$ Ry. These energies belong to a matrix with one upper function; a free particle has no bound levels.

Using (6) as the lower function is restricted kinetic balance; keeping its two powers as independent functions is the unrestricted form. They agree here because the particle is free: both lower bases contain $\boldsymbol\sigma\cdot\mathbf p\,\psi_L$, so the projected lower equation gives $\psi_S=c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L/(E+c^2)$ in either basis. The same argument holds for any number of upper functions. In a potential $V(r)$ the lower equation gives $\psi_S=c\,(E-V+c^2)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\psi_L$. The prefactor then varies with $r$, so the argument above no longer guarantees the ratio in (6). With one upper function and the two powers as lower basis, let $S$ and $V$ be the $2\times2$ overlap and potential matrices and $b_0=(2l+1,\,-2\zeta)^T$. The projected lower equation reads $[(E+c^2)S-V]\,b=i\,c\,a\,Sb_0$, so $b$ keeps the ratio of (6) exactly when $Vb_0$ is proportional to $Sb_0$. For a point Coulomb potential the recursion for $I_n$ gives the ratio of second to first component as $l^2/[2\zeta(l+1)]$ for $Vb_0$ and $(2l-1)/(4\zeta)$ for $Sb_0$. These are equal for $l=1$, where the ratio in (6) survives, and unequal for $l\ge2$, where it changes.

## Table of computed values

```
spinors tested (l = 0 to 3, all m): 32
largest pointwise error of sigma.p formulas: 2.5e-12
example: l = 1, unnormalized upper radial factor r exp(-zeta r^2)
zeta = 2.0 bohr^-2
p3/2 coefficient of r^2: -4.0 bohr^-2
p1/2 coefficients: r^0: 3, r^2: -4.0 bohr^-2
radial factors of sigma.p phi (after removing i), dimensionless:
  r = 0.25 bohr: p3/2  -0.22062, p1/2   2.42687
  r = 0.50 bohr: p3/2  -0.60653, p1/2   1.21306
  r = 1.00 bohr: p3/2  -0.54134, p1/2  -0.13534
  r = 1.50 bohr: p3/2  -0.09998, p1/2  -0.06665
at r = 0: p3/2 0.00000, p1/2 3.00000
node of p1/2 image: 0.86603 bohr
<p^2> p3/2: 10.00000 Ry
<p^2> p1/2: 10.00000 Ry = 136.057 eV
speed of light c = 274.0720 Rydberg atomic units
projected kinetic energy k and Dirac matrix energy E, in Ry:
  p3/2, single r^2 function: k = 10.00000, E = 9.99867
  p1/2, fixed two-term combination: k = 10.00000, E = 9.99867
  p1/2, both functions separate: k = 10.00000, E = 9.99867
  p1/2, r^0 function only: k = 6.00000, E = 5.99952
  p1/2, r^2 function only: k = 0.40000, E = 0.40000
recovered fraction of <p^2> for j = l-1/2, one function only:
  l = 1: r^(l-1) only 0.60000, r^(l+1) only 0.04000
  l = 2: r^(l-1) only 0.71429, r^(l+1) only 0.18367
  l = 3: r^(l-1) only 0.77778, r^(l+1) only 0.30864
```
